Comment: Reduced Matrix Elements Are Not Independent of Convention

**The argument under review**

The manuscript starts from the Wigner-Eckart theorem: a matrix element of a spherical tensor is a geometrical factor times a reduced matrix element, and the latter does not depend on magnetic quantum numbers. It infers that the reduced element is a property of the operator and the two levels alone, so that a value tabulated in one place may be inserted into the theorem as written in another. Of its three conclusions, (i) and (ii) rest on this inference, while (iii) appeals to a difference between definitions without deriving it.

(i) For a level with j = 3/2, the reduced element of J is taken as 3.873 ħ and multiplied by the Clebsch-Gordan coefficient 0.7746. The result is ⟨J_z⟩ = 3 ħ in the state m = 3/2.

(ii) For the angular part of a transition from a d to a p orbital, the reduced element −0.8165 is squared and divided by the five initial states. The strength per initial state comes out as 0.1333.

(iii) Two sources give the reduced element of J for j = 3/2 as +1.936 ħ and −1.936 ħ. The manuscript attributes the sign to the difference between the Rose and Brink-Satchler definitions.

The first conclusion is plainly impossible, since J_z has the eigenvalue 3/2 ħ in that state. The other two are less visibly wrong. The theorem itself is sound, so the fault must lie in how it is used.

**What the theorem fixes**

I set ħ = 1 in equations and use Condon-Shortley phases for all states. The operators T_kq, with q = −k, …, k, form a tensor of rank k if

[J_z, T_kq] = q T_kq,

[J_±, T_kq] = √(k(k+1) − q(q±1)) T_k,q±1.

For any component J_a we have J_a T_kq|jm⟩ = [J_a, T_kq]|jm⟩ + T_kq J_a|jm⟩. The first term acts on the label q, the second on m. The vectors T_kq|jm⟩ therefore transform like the products |jm⟩|kq⟩, and the combinations

|Φ_JM⟩ = Σ_mq ⟨jm kq|JM⟩ T_kq|jm⟩

transform like states of angular momentum J, M, though they need not be normalized. Orthogonality of the Clebsch-Gordan coefficients inverts this:

T_kq|jm⟩ = Σ_JM ⟨jm kq|JM⟩ |Φ_JM⟩.

Take the overlap with ⟨j'm'|. Eigenvectors of J² and J_z with different eigenvalues are orthogonal, so only J = j', M = m' contributes. The remaining overlap is the same for every m'. To see this, let N = √(j'(j'+1) − m'(m'+1)), with m' < j', and let J_+ act first to the right and then to the left:

N ⟨j',m'+1|Φ_j',m'+1⟩ = ⟨j',m'+1|J_+|Φ_j'm'⟩ = N ⟨j'm'|Φ_j'm'⟩.

Calling the common overlap R(j',j), we obtain

⟨j'm'|T_kq|jm⟩ = ⟨jm kq|j'm'⟩ R(j',j).

Other quantum numbers of the levels are suppressed. The final state stands on the left and is the first argument of R.

Independence of m, q and m' is all that has been shown. Let g(j',k,j) be any nonzero function of the rank k and the two angular momenta j' and j. The geometrical factor may be multiplied by g and the reduced element divided by g, and the theorem still holds. The matrix element on the left is definite once operator and states are definite; its factorization is not. The manuscript overlooks this freedom.

**Three definitions and their conversion**

The definitions at issue are

Racah-Edmonds: ⟨j'm'|T_kq|jm⟩ = (−1)^(j'−m') (j' k j; −m' q m) E(j',j),

Rose: ⟨j'm'|T_kq|jm⟩ = ⟨jm kq|j'm'⟩ R(j',j),

Brink-Satchler: ⟨j'm'|T_kq|jm⟩ = (−1)^(2k) ⟨jm kq|j'm'⟩ B(j',j).

Here (a b c; α β γ) is the 3j symbol, with upper row a, b, c and lower row α, β, γ. It is defined by

(a b c; α β γ) = (−1)^(a−b−γ) ⟨aα bβ|c,−γ⟩ / √(2c+1).

I use its standard symmetries. A cyclic permutation of columns leaves it unchanged. An exchange of two columns, or a reversal of all three lower signs, multiplies it by (−1)^(a+b+c).

To compare E with R, move the first column to the end and apply the definition:

(j' k j; −m' q m) = (k j j'; q m −m')
= (−1)^(k−j+m') ⟨kq jm|j'm'⟩ / √(2j'+1).

The coupling order is restored by

⟨kq jm|j'm'⟩ = (−1)^(k+j−j') ⟨jm kq|j'm'⟩.

Together with the prefactor (−1)^(j'−m'), the exponent is

(j' − m') + (k − j + m') + (k + j − j') = 2k.

Hence

(−1)^(j'−m') (j' k j; −m' q m) = (−1)^(2k) ⟨jm kq|j'm'⟩ / √(2j'+1).

The left-hand side of each definition is the same number, so

E(j',j) = √(2j'+1) B(j',j) = (−1)^(2k) √(2j'+1) R(j',j).

Two features matter here. The root contains the angular momentum of the final state, the one in the bra. And the sign between R and B depends on the rank alone: for integer k it is +1, so Rose and Brink-Satchler values coincide. Both J and C^k have integer rank. Conclusion (iii) therefore cannot be right, whatever the origin of the sign may be.

One origin is a reversed coupling order. If the theorem is written with ⟨kq jm|j'm'⟩ and reduced element R_rev, the exchange rule above gives

R_rev(j',j) = (−1)^(j+k−j') R(j',j).

This is a fourth convention, distinct from the three named ones.

**The reduced element of J**

The spherical components of J are J_0 = J_z and J_±1 = ∓J_±/√2. They do not connect different j, so only R(j,j) is needed. Its magnitude follows from a sum over intermediate states. For fixed m', the theorem and the normalization of the Clebsch-Gordan coefficients give

Σ_mq |⟨jm'|J_q|jm⟩|² = |R|² Σ_mq ⟨jm 1q|jm'⟩² = |R|².

Since J_q† does not lead out of the level, the states |jm⟩ are complete for this purpose, and the left side is also

⟨jm'| Σ_q J_q J_q† |jm'⟩ = ⟨jm'| J_z² + (J_+J_− + J_−J_+)/2 |jm'⟩ = j(j+1).

The operator in the middle is J². The sign comes from the state m = j. The Condon-Shortley convention makes ⟨jj 10|jj⟩ positive, and ⟨jj|J_0|jj⟩ = j is positive too, so R is positive:

R(j,j) = B(j,j) = √(j(j+1)),

E(j,j) = √(j(j+1)(2j+1)).

Dividing ⟨jm|J_0|jm⟩ = m by R also yields the coefficient the manuscript needs:

⟨jm 10|jm⟩ = m / √(j(j+1)).

For j = 0 the triangle condition for (0, 1, 0) fails. All elements of J vanish, and the reduced element is set to zero.

The two values measure different things. R is the length of the angular momentum vector, and approaches j + 1/2 for large j. E² is the trace of J² over the whole level, so E also counts the 2j+1 states and grows as j^(3/2).

For j = 3/2, R = √3.75 = 1.936 and E = 2 × 1.936 = 3.873, in units of ħ. The coefficient for m = 3/2 is 1.5/1.936 = 0.7746. The consistent product is

⟨J_z⟩ = 0.7746 × 1.936 ħ = 1.500 ħ.

The manuscript has combined this coefficient, which belongs to R, with the value of E. Its answer is too large by √(2j+1) = 2, which explains the 3.000 ħ.

The sign in (iii) can now be traced as well. With j' = j and k = 1, reversing the coupling order gives (−1)^(j+1−j) = −1 for every j. The value −1.936 ħ is what results when the coefficient is written with the rank first. If the second source uses that order, the two sources agree on every matrix element of J.

**The reduced element of C^k**

The operators C_kq = √(4π/(2k+1)) Y_kq(θ,φ) act by multiplication on the orbital functions Y_lm. Consider

Φ_l'm'(θ,φ) = Σ_mq ⟨lm kq|l'm'⟩ C_kq(θ,φ) Y_lm(θ,φ).

This is a function on the sphere with angular momentum l', m'. Each l' occurs once among such functions, so Φ_l'm' is a multiple of Y_l'm', and the multiple is the overlap R(l',l) defined earlier:

Φ_l'm' = R(l',l) Y_l'm'.

An equation between functions can be evaluated at one convenient point. At the north pole, θ = 0, we have Y_lm = δ_m0 √((2l+1)/4π) and C_kq = δ_q0. For m' = 0 this leaves

⟨l0 k0|l'0⟩ √((2l+1)/4π) = R(l',l) √((2l'+1)/4π),

and therefore

R(l',l) = B(l',l) = √((2l+1)/(2l'+1)) ⟨l0 k0|l'0⟩.

Multiplication by √(2l'+1) gives E = √(2l+1) ⟨l0 k0|l'0⟩. The relation between the two coupling coefficients, at zero projections and integer k, turns this into

E(l',l) = (−1)^l' √((2l'+1)(2l+1)) (l' k l; 0 0 0).

Reversing the signs of three zeros changes nothing, yet must multiply the symbol by (−1)^(l'+k+l). The reduced element thus vanishes when l' + k + l is odd, which is the parity rule. When it does not vanish, (−1)^(l+k−l') = +1, so the coupling order that flips the sign for J has no effect for C^k between orbital states.

The case k = 0 is instructive. C_00 is the identity operator, for which R = B = 1 but E = √(2l+1). Even the identity has a reduced element that depends on the definition.

For C^1 from l = 2 to l' = 1, the coefficient is ⟨20 10|10⟩ = −0.6325. Then

R(1,2) = √(5/3) × (−0.6325) = −0.8165,

E(1,2) = √3 × (−0.8165) = −1.414.

The component with all projections zero can be found without any of these definitions. With x = cos θ, Y_10 = √(3/4π) x and Y_20 = √(5/4π)(3x² − 1)/2, the azimuthal integral gives 2π and

⟨10|C_10|20⟩ = (√15/4) ∫ x²(3x² − 1) dx = (√15/4)(6/5 − 2/3) = 2/√15 = 0.5164,

where x runs from −1 to 1. Rose's form gives (−0.6325)(−0.8165) = 0.5164. The Racah-Edmonds form, with (1 1 2; 0 0 0) = 0.3651 and prefactor (−1)^(1−0) = −1, gives −0.3651 × (−1.414) = 0.5164. Different reduced elements, each with its own geometrical factor, return the same integral.

A diagonal case is C^2 within l = 2. Here the first root is 1, so R = ⟨20 20|20⟩ = −0.5345, and E = √5 × (−0.5345) = −1.195.

**Exchanging initial and final states**

It is tempting to assume that a reduced element has the same magnitude in both directions. For tensors of integer rank with T_kq† = (−1)^q T_k,−q, a condition met by J and C^k, this can be decided. Complex conjugation of a matrix element gives

⟨j'm'|T_kq|jm⟩* = (−1)^q ⟨jm|T_k,−q|j'm'⟩.

In the Racah-Edmonds form this reads

(−1)^(j'−m') (j' k j; −m' q m) E(j',j)*
= (−1)^(q+j−m) (j k j'; −m −q m') E(j,j').

Exchange the outer columns of the symbol on the right and then reverse its lower signs. Each operation contributes (−1)^(j+k+j'), the two factors cancel, and the symbol on the left appears. What remains is the sign (−1)^(q+j−m−j'+m'). Since q = m' − m is an integer, the exponent is j − j' + 2q, and

E(j',j)* = (−1)^(j−j') E(j,j').

Substituting E = √(2j'+1) R on the left and E = √(2j+1) R on the right,

√(2j'+1) R(j',j)* = (−1)^(j−j') √(2j+1) R(j,j').

The same holds for B. The magnitude is symmetric for E, but not for R or B unless j = j'.

The p to d direction shows this. From ⟨10 10|20⟩ = 0.8165,

R(2,1) = √(3/5) × 0.8165 = 0.6325,

E(2,1) = √5 × 0.6325 = 1.414.

E has changed sign only, while R has gone from −0.8165 to 0.6325. Choosing the wrong one of j and j' in the conversion root would thus go unnoticed for J, where they are equal, and cause an error here.

**The transition strength**

A quantity built from the matrix elements themselves cannot depend on how they are factorized. Define the total angular strength

S = Σ_m'mq |⟨j'm'|T_kq|jm⟩|².

For each m' the squared Clebsch-Gordan coefficients sum to 1 over m and q, and there are 2j'+1 values of m'. Therefore

S = (2j'+1)|R(j',j)|² = (2j'+1)|B(j',j)|² = |E(j',j)|².

The sum from a single initial state m is also needed. In the Racah-Edmonds form it is |E|² Σ_m'q (j' k j; −m' q m)². By the definition of the 3j symbol, each square is a squared coefficient for coupling j' and k to j, divided by 2j+1. The squared coefficients sum to 1, so the strength per initial state is

S/(2j+1), for every m.

For C^1 from d to p, S = (−1.414)² = 2.000, and the strength per initial state is 2.000/5 = 0.4000. Rose's value gives the same if its own formula is used: 3 × (−0.8165)²/5 = 0.4000.

The manuscript omitted the factor 3. It inserted R into |E|²/(2l+1) and found 0.6667/5 = 0.1333, too small by 2l'+1 = 3. This error is harder to notice than the first, because 0.1333 contradicts no eigenvalue, but it can still be caught. The single term |⟨10|C_10|20⟩|² = 4/15 = 0.2667 of the sum for m = 0 already exceeds it. Moreover, Σ_q |C_1q|² = 1 requires the strengths from d to p and from d to f to add to 1, as 0.4 + 0.6 do, whereas the misread values add to 0.219. In the electric-dipole approximation with one-electron orbitals, the angular strength multiplies a squared radial integral and factors common to all components. The calculated rate would inherit the whole factor of 3.

**Where the Brink-Satchler phase does appear**

The sign (−1)^(2k) is not empty; it needs a tensor of half-integer rank. Take one spin-1/2 level that can hold two fermions, with creation operators a†_↑ and a†_↓. The spin-raising operator is S_+ = a†_↑ a_↓, and the anticommutation rules give

[S_+, a†_↓] = a†_↑, [S_+, a†_↑] = 0.

With the corresponding relations for S_− and S_z, the two operators are the components q = 1/2 and q = −1/2 of a tensor of rank 1/2.

Acting on the vacuum, which has j = 0, they create the normalized states |½m'⟩. The matrix element is 1 and so is the coefficient ⟨00 ½m'|½m'⟩. Hence R = 1. Since (−1)^(2k) = −1, B = −1 and E = √2 × (−1) = −1.414.

Next take the pair state |p⟩ = a†_↑ a†_↓|0⟩, which has j' = 0. Then ⟨p|a†_↑|↓⟩ = 1, while ⟨p|a†_↓|↑⟩ = −1, because the operators anticommute. The coefficients, with the particle already present written first, are

⟨½,−½ ½,½|00⟩ = −1/√2, ⟨½,½ ½,−½|00⟩ = 1/√2.

Both elements give R = −√2 = −1.414. Now B = +1.414, and E = √1 × B = +1.414. In both steps the Rose and Brink-Satchler values have opposite signs, as they do not for J and C^k.

**Requested corrections**

The statement that the reduced element is a property of the operator and the levels alone should be withdrawn. It becomes correct when the defining equation is added, together with the phases of the states, the normalization of the operator and the order of the arguments. Normalization matters separately: using Y_k in place of C^k multiplies every reduced element by √((2k+1)/4π) in all three conventions. A change of phase common to all states of one level multiplies E, R and B by the same factor and leaves their conversion intact.

When a source does not state its definition, its value for J helps to identify it. For j > 0, √(j(j+1)(2j+1)) points to Racah-Edmonds, √(j(j+1)) to Rose or Brink-Satchler, and −√(j(j+1)) to either of the latter two with the rank coupled first. J cannot separate Rose from Brink-Satchler; a creation operator can, provided the phases of the states and the coupling order are known, since either may also change the sign. These identifications presume that the source uses one of the forms considered here, since the freedom to choose g(j',k,j) permits others. For example, a form that divides ⟨jm kq|j'm'⟩ by √(2j+1) of the initial state gives the Racah-Edmonds value 3.873 for J at j = 3/2, but −1.826 instead of −1.414 for C^1 from d to p; J cannot tell which angular momentum stands under the root.

With matched definitions, conclusion (i) becomes ⟨J_z⟩ = 1.500 ħ and conclusion (ii) becomes 0.4000. Conclusion (iii) should be replaced by a comparison of the coupling orders in the two sources.
